**Vertical ionization energy of a trap with equal-curvature parabolas**

For a trap with thermal depth E_T (the energy between the two minima) and relaxation energy λ, the vertical optical ionization energy is E_T + λ. With E_T = 1.4 eV and λ = 0.8 eV the output gives 2.2 eV, and a gap of 0.6 eV at the ionized minimum. The program finds the minima of random pairs of parabolas numerically and asserts that the relaxation energy of the filled curve gives the right vertical energy for equal curvatures and fails for an ionized curve 1.5 times stiffer. It also asserts the position of the curve crossing and the classical emission and capture barriers, 1.5125 eV and 0.1125 eV. Both vibrational Hamiltonians are then diagonalized on a grid with the phonon energy ħω = 0.05 eV, which gives the Huang–Rhys factor S = λ/ħω = 16. The overlaps are asserted to follow the Poisson law, with the zero-phonon line at E_T and the mean at E_T + λ, both at 0 K and at 300 K. The standard deviation of the spectrum grows from 0.20 eV to 0.23 eV between these temperatures.

## Numerical verification

```python
"""
Result under test: for a trap with two equal-curvature energy parabolas,
    vertical optical ionization energy = thermal depth + relaxation energy.
Filled curve:  V_f(q) = k q^2 / 2            (electron in the trap)
Ionized curve: V_i(q) = E_T + k (q - d)^2 / 2 (electron at the band edge)
q is a dimensionless coordinate, k = hbar*omega is the phonon energy,
E_T is the minimum-to-minimum energy, relaxation energy = k d^2 / 2.
All energies are in eV. The relation is tested by numerical minimization of
the curves and by summing vibrational overlaps from grid diagonalization.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import poisson

thermal_depth = 1.4
relaxation = 0.8
phonon = 0.05
stiffness_ratio = 1.5
temperature = 300.0
hartree_in_ev = constants.physical_constants["Hartree energy in eV"][0]
kT = constants.k * temperature / constants.e


def parabola(bottom, curvature, centre):
    return lambda q: bottom + 0.5 * curvature * (q - centre) ** 2


def measure(filled, ionized):
    """Read all energies off two curves, using only their numerical minima."""
    q_f = minimize_scalar(filled).x
    q_i = minimize_scalar(ionized).x
    return {
        "thermal": ionized(q_i) - filled(q_f),
        "vertical": ionized(q_f) - filled(q_f),
        "reverse": ionized(q_i) - filled(q_i),
        "relax_ionized": ionized(q_f) - ionized(q_i),
        "relax_filled": filled(q_i) - filled(q_f),
    }


# Random parabolas: the single-relaxation-energy rule needs equal curvature.
rng = np.random.default_rng(7)
for _ in range(20):
    k_f = rng.uniform(0.5, 2.0)
    centre_f, shift = rng.uniform(-1, 1), rng.uniform(0.5, 2.0)
    bottom_f, depth = rng.uniform(-1, 1), rng.uniform(0.5, 3.0)
    filled = parabola(bottom_f, k_f, centre_f)
    for ratio in (1.0, stiffness_ratio):
        ionized = parabola(bottom_f + depth, ratio * k_f, centre_f + shift)
        m = measure(filled, ionized)
        assert abs(m["vertical"] - depth - 0.5 * ratio * k_f * shift**2) < 1e-6
        error = m["vertical"] - (m["thermal"] + m["relax_filled"])
        if ratio == 1.0:
            assert abs(error) < 1e-6
            assert abs(m["relax_filled"] - m["relax_ionized"]) < 1e-6
        else:
            assert error > 0.01

# The stated trap.
d = np.sqrt(2 * relaxation / phonon)
V_f = parabola(0.0, phonon, 0.0)
V_i = parabola(thermal_depth, phonon, d)
trap = measure(V_f, V_i)
vertical = thermal_depth + relaxation
assert abs(trap["vertical"] - vertical) < 1e-6
assert abs(trap["reverse"] - (thermal_depth - relaxation)) < 1e-6

# Same filled-curve relaxation energy, but a stiffer ionized curve.
V_stiff = parabola(thermal_depth, stiffness_ratio * phonon, d)
stiff = measure(V_f, V_stiff)
assert abs(stiff["relax_filled"] - relaxation) < 1e-6
assert abs(stiff["vertical"]
           - (thermal_depth + stiffness_ratio * relaxation)) < 1e-6

# Crossing of the two curves and the classical barriers.
q_cross = brentq(lambda q: V_i(q) - V_f(q), 0.0, 3 * d, xtol=1e-13)
emission_barrier = V_f(q_cross) - V_f(0.0)
capture_barrier = V_i(q_cross) - V_i(d)
assert abs(q_cross / d - vertical / (2 * relaxation)) < 1e-9
assert abs(emission_barrier - vertical**2 / (4 * relaxation)) < 1e-9
assert abs(capture_barrier
           - (thermal_depth - relaxation) ** 2 / (4 * relaxation)) < 1e-9

# Vibrational states of both curves on a uniform grid (sinc basis).
step = 0.1
grid = np.arange(-16.0, 22.0 + step / 2, step)
index = np.arange(grid.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0) ** np.abs(diff) / safe**2)
kinetic *= 0.5 * phonon / step**2
E_f, C_f = eigh(kinetic + np.diag(V_f(grid)))
E_i, C_i = eigh(kinetic + np.diag(V_i(grid)))
weights = (C_f.T @ C_i) ** 2
energies = E_i[None, :] - E_f[:, None]


def line_moments(populations):
    p = populations[:, None] * weights
    mean = np.sum(p * energies)
    return mean, np.sqrt(np.sum(p * (energies - mean) ** 2))


cold = np.zeros(grid.size)
cold[0] = 1.0
warm = np.exp(-(E_f - E_f[0]) / kT)
warm /= warm.sum()
mean_cold, width_cold = line_moments(cold)
mean_warm, width_warm = line_moments(warm)
S = relaxation / phonon
zero_phonon = energies[0, 0]
assert abs(zero_phonon - thermal_depth) < 1e-8
assert abs(mean_cold - vertical) < 1e-7
assert abs(mean_warm - vertical) < 1e-7
assert abs(width_cold - phonon * np.sqrt(S)) < 1e-6
coth = 1 / np.tanh(phonon / (2 * kT))
assert abs(width_warm - phonon * np.sqrt(S * coth)) < 1e-6

# Line weights from the lowest vibrational state against the Poisson law.
n = np.arange(50)
assert np.allclose(weights[0, :50], poisson.pmf(n, S), rtol=0, atol=1e-9)
strongest = np.sort(np.argsort(weights[0])[-2:])

print(f"Thermal depth (input): {thermal_depth:.1f} eV")
print(f"Relaxation energy (input): {relaxation:.1f} eV")
print(f"Phonon energy (input): {phonon:.2f} eV")
print(f"Displacement d: {d:.4f} (dimensionless)")
print(f"Thermal depth from minima: {trap['thermal']:.4f} eV")
print(f"Relaxation energy, ionized curve: {trap['relax_ionized']:.4f} eV")
print(f"Relaxation energy, filled curve: {trap['relax_filled']:.4f} eV")
print(f"Vertical optical ionization energy: {trap['vertical']:.4f} eV")
print(f"  the same in hartree: {trap['vertical'] / hartree_in_ev:.5f} hartree")
print(f"Vertical gap at the ionized minimum: {trap['reverse']:.4f} eV")
print(f"Curvature ratio in contrast case: {stiffness_ratio:.1f}")
print(f"  ionized-curve relaxation there: {stiff['relax_ionized']:.4f} eV")
print(f"  vertical energy there: {stiff['vertical']:.4f} eV")
print(f"Crossing position q_c/d: {q_cross / d:.4f}")
print(f"Classical emission barrier: {emission_barrier:.4f} eV")
print(f"Classical capture barrier: {capture_barrier:.4f} eV")
print(f"Huang-Rhys factor S: {S:.1f}")
print(f"Zero-phonon line energy: {zero_phonon:.4f} eV")
print(f"Zero-phonon line weight: {weights[0, 0]:.3e}")
for m in strongest:
    print(f"Strong line, {m} phonons: {energies[0, m]:.4f} eV, "
          f"weight {weights[0, m]:.4f}")
print(f"Mean line energy at 0 K: {mean_cold:.4f} eV")
print(f"Standard deviation at 0 K: {width_cold:.4f} eV")
print(f"Temperature of warm case: {temperature:.0f} K")
print(f"Thermal energy kT there: {kT:.5f} eV")
print(f"Mean line energy, warm: {mean_warm:.4f} eV")
print(f"Standard deviation, warm: {width_warm:.4f} eV")
print("all good")
```

Printed output:

```
Thermal depth (input): 1.4 eV
Relaxation energy (input): 0.8 eV
Phonon energy (input): 0.05 eV
Displacement d: 5.6569 (dimensionless)
Thermal depth from minima: 1.4000 eV
Relaxation energy, ionized curve: 0.8000 eV
Relaxation energy, filled curve: 0.8000 eV
Vertical optical ionization energy: 2.2000 eV
  the same in hartree: 0.08085 hartree
Vertical gap at the ionized minimum: 0.6000 eV
Curvature ratio in contrast case: 1.5
  ionized-curve relaxation there: 1.2000 eV
  vertical energy there: 2.6000 eV
Crossing position q_c/d: 1.3750
Classical emission barrier: 1.5125 eV
Classical capture barrier: 0.1125 eV
Huang-Rhys factor S: 16.0
Zero-phonon line energy: 1.4000 eV
Zero-phonon line weight: 1.125e-07
Strong line, 15 phonons: 2.1500 eV, weight 0.0992
Strong line, 16 phonons: 2.2000 eV, weight 0.0992
Mean line energy at 0 K: 2.2000 eV
Standard deviation at 0 K: 0.2000 eV
Temperature of warm case: 300 K
Thermal energy kT there: 0.02585 eV
Mean line energy, warm: 2.2000 eV
Standard deviation, warm: 0.2313 eV
all good
```
